# Wall scattering in thick wires of convex cross-section

A metal line has a tapered section 400 nm wide at the top, 300 nm wide at the bottom and 600 nm high. Its electrons travel 40 nm on average between collisions in the bulk, so even the narrowest width is 7.5 mean free paths. In a free-electron model with diffuse walls, its resistivity is nevertheless 7.1% above that of the bulk metal. Most of this increase follows from two geometrical numbers, the perimeter $P=1904.2$ nm and the area $A=210000$ nm$^2$:

$$\frac{3}{16}\,\frac{(40\ \mathrm{nm})(1904.2\ \mathrm{nm})}{210000\ \mathrm{nm}^2}=0.0680 .$$

Two questions arise: why the shape enters through $P/A$ alone, and what makes up the remaining 0.3%.

### The drift of electrons near a wall

Let the wire lie along $z$, with a steady uniform electric field $F$ in that direction. The electrons have charge $-e$, a spherical Fermi surface and one relaxation time $\tau$. Write $v=v_F$ for the Fermi speed, $\mathbf u$ for the unit vector along the velocity, and $\lambda=v\tau$ for the bulk mean free path. The occupation is $f_0+g$, where $f_0$ is the Fermi function of the energy $W$ and $g$ is linear in $F$. The force $-eF$ changes $f_0$ at the rate $-eFv_z\,\partial f_0/\partial W$, so the steady Boltzmann equation reads

$$\mathbf v\cdot\nabla g-eFv_z\frac{\partial f_0}{\partial W}=-\frac{g}{\tau}. \tag{1}$$

Far from any wall the gradient vanishes and

$$g_b=eF\tau v_z\frac{\partial f_0}{\partial W}. \tag{2}$$

Since $\partial f_0/\partial W<0$, states with $v_z>0$ are depleted: electrons drift against the field, as they should.

Now follow a straight path that left the wall a distance $t$ ago. Along it $\mathbf v\cdot\nabla=v\,d/dt$, and (1) becomes

$$\lambda\frac{dg}{dt}=g_b-g . \tag{3}$$

A diffuse wall sends electrons out with an occupation that depends on energy but not on direction. No net current may enter the wall at any energy. The incoming $g$ is odd in $u_z$ and adds nothing to the incoming flux, so the outgoing occupation must be $f_0$. Hence $g=0$ at $t=0$, and (3) gives

$$g=g_b\left(1-e^{-\ell/\lambda}\right), \tag{4}$$

where $\ell(\mathbf r,\mathbf u)$ is the distance from $\mathbf r$ back to the wall along $-\mathbf u$. Reversing $u_z$ leaves $\ell$ unchanged, so $g$ is indeed odd in $u_z$. It therefore carries no charge density, and no transverse field has to be added.

### The lost conductivity

With two spin states, the current density is

$$j_z=-2e\int\frac{d^3k}{(2\pi)^3}\,v_z\,g . \tag{5}$$

At temperatures far below the Fermi temperature, $-\partial f_0/\partial W$ acts as a delta function at the Fermi energy. With $d^3k=k^2\,dW\,d\Omega/(\hbar v)$ and $v_z=vu_z$, equations (2), (4) and (5) give

$$j_z=\frac{e^2k_F^2\lambda F}{4\pi^3\hbar}\int d\Omega\;u_z^2\left(1-e^{-\ell/\lambda}\right). \tag{6}$$

In the bulk the exponential is absent and $\int u_z^2\,d\Omega=4\pi/3$. Using $n=k_F^3/(3\pi^2)$ for the electron density,

$$\sigma_0=\frac{e^2k_F^2\lambda}{3\pi^2\hbar}=\frac{ne^2\lambda}{\hbar k_F},\qquad \rho_0=\frac{\hbar k_F}{ne^2\lambda}. \tag{7}$$

Averaging (6) over the section and dividing by the bulk value gives $\sigma/\sigma_0=1-\delta$, with

$$\delta=\frac{3}{4\pi A}\int dA\int d\Omega\;u_z^2\,e^{-\ell/\lambda}. \tag{8}$$

This holds within the model for any ratio of $\lambda$ to the width. The double integral still seems to need the whole shape, because $\ell$ depends on position and direction.

### From the area to the perimeter

The shape can be removed by labelling each point by where its electrons came from. Fix $\mathbf u$. An interior point is then specified by the position $s$ along the perimeter at which the path entered, and by the distance $t$ travelled since. Let $\mathbf n$ be the inward unit normal at $s$. A step $ds$ moves the point along the wall, and a step $dt$ moves it across the section by $\mathbf u_\perp dt$, where $\mathbf u_\perp$ is the part of $\mathbf u$ in the plane of the section. The parallelogram spanned by these steps has the area

$$dA=(\mathbf n\cdot\mathbf u)\,ds\,dt,\qquad \mathbf n\cdot\mathbf u>0 . \tag{9}$$

Each pair of point and direction has one entry point, so nothing is counted twice. Directions exactly along the axis never meet a wall, but they fill no solid angle.

Along the path $\ell=t$, which runs from 0 to the full chord length $L(s,\mathbf u)$. Inserting (9) in (8) and using $\int_0^L e^{-t/\lambda}dt=\lambda(1-e^{-L/\lambda})$,

$$\delta=\frac{3\lambda}{4\pi A}\oint ds\int_{\mathbf n\cdot\mathbf u>0}d\Omega\,(\mathbf n\cdot\mathbf u)\,u_z^2\left(1-e^{-L/\lambda}\right). \tag{10}$$

The first term in the bracket no longer refers to the opposite wall. Take the polar angle $\theta$ from the wire axis and the azimuth $\varphi$ from $\mathbf n$, so that $\mathbf n\cdot\mathbf u=\sin\theta\cos\varphi$ and $d\Omega=\sin\theta\,d\theta\,d\varphi$. Then

$$\int_{\mathbf n\cdot\mathbf u>0}d\Omega\,(\mathbf n\cdot\mathbf u)u_z^2=\int_0^\pi\sin^2\theta\cos^2\theta\,d\theta\int_{-\pi/2}^{\pi/2}\cos\varphi\,d\varphi=\frac{\pi}{8}\cdot2=\frac{\pi}{4}. \tag{11}$$

The value is the same for every wall element, because $\mathbf n$ is perpendicular to the axis everywhere. The integral over $s$ therefore gives the perimeter, and

$$\delta=\varepsilon-E,\qquad \varepsilon=\frac{3\lambda P}{16A}, \tag{12}$$

$$E=\frac{3\lambda}{4\pi A}\oint ds\int_{\mathbf n\cdot\mathbf u>0}d\Omega\,(\mathbf n\cdot\mathbf u)\,u_z^2\,e^{-L/\lambda}. \tag{13}$$

### The thick-wire limit

Let $\lambda\to0$ at fixed shape. In a convex section $L>0$ for every inward direction at every wall point that is not a corner, so $e^{-L/\lambda}\to0$ there. The integrand of (13) never exceeds that of (11), whose integral is finite. By dominated convergence the double integral in (13) tends to zero, hence $E/\lambda\to0$. Since $\rho/\rho_0=1/(1-\delta)$,

$$\frac{\rho}{\rho_0}-1=\frac{\delta}{1-\delta}=\frac{3}{16}\,\frac{\lambda P}{A}+o(\lambda). \tag{14}$$

This is the general result: a limit, not an equality at finite thickness.

Equation (12) also has a direct reading. To leading order the wire conducts as if a strip of width $3\lambda/16$ along its wall were dead, which is 7.5 nm for $\lambda=40$ nm. The strip is an equivalent width. The real deficit is spread over a depth of order $\lambda$. At a flat wall of a thick wire, half of the directions have just left the wall and carry no drift, while the other half carry the bulk drift, so the current density there is half its bulk value.

Two familiar shapes follow at once. A rectangle of width $w$ and height $h$ has $P/A=2/w+2/h$; for $h\gg w$ it becomes a film, with increase $3\lambda/(8w)$. A circle of diameter $d$ has $P/A=4/d$, which gives $3\lambda/(4d)$. At fixed area the circle has the smallest perimeter, and so the smallest leading wall term.

The prefactor was also obtained from (8) by sampling points and directions, without the change of variables. Extrapolated linearly to $\lambda=0$ from 20 and 40 nm, the slope $\delta A/(\lambda P)$ is 0.1875 for the tapered line, 0.1879 for a scalene triangle and 0.1873 for an ellipse, against $3/16=0.1875$. The sampling error of these values is about 0.0005, so the fourth digit is not significant. For the ellipse the linear extrapolation is itself too high by about 0.0004, because its slope approaches the limit as $\lambda^2$.

### Corners

The size of $E$ decides how thick is thick enough. For a convex polygon, short chords occur near the corners. Consider a corner of interior angle $\alpha<\pi$, and a wall point at distance $s$ from it. Let $\psi$ be the angle between the wall, taken towards the corner, and $\mathbf u_\perp$. For $0<\psi<\pi-\alpha$ the path meets the other side of the corner. The triangle formed has angles $\alpha$, $\psi$ and $\pi-\alpha-\psi$, and the law of sines gives the chord projected on the section. The path is longer by $1/\sin\theta$:

$$L=\frac{s\,\sin\alpha}{\sin\theta\,\sin(\alpha+\psi)} . \tag{15}$$

For $\lambda$ much smaller than the sides, both sides may be extended to infinity. This adds chords that begin or end beyond a real side, and chords between non-adjacent sides are dropped. All of these have a positive minimum length, so the error is exponentially small in (minimum length)$/\lambda$. Then

$$\int_0^\infty ds\,e^{-L/\lambda}=\lambda\,\frac{\sin\theta\,\sin(\alpha+\psi)}{\sin\alpha}. \tag{16}$$

Here $\mathbf n\cdot\mathbf u=\sin\theta\sin\psi$. Together with $d\Omega=\sin\theta\,d\theta\,d\psi$ and (16), the polar integral is, with $x=\cos\theta$,

$$\int_0^\pi\sin^3\theta\cos^2\theta\,d\theta=\int_{-1}^{1}(1-x^2)x^2\,dx=\frac23-\frac25=\frac{4}{15}. \tag{17}$$

For the azimuth, use $\sin\psi\sin(\alpha+\psi)=\tfrac12[\cos\alpha-\cos(\alpha+2\psi)]$:

$$\int_0^{\pi-\alpha}\sin\psi\sin(\alpha+\psi)\,d\psi=\tfrac12(\pi-\alpha)\cos\alpha-\tfrac14\left[\sin(2\pi-\alpha)-\sin\alpha\right]=\tfrac12\left[(\pi-\alpha)\cos\alpha+\sin\alpha\right]. \tag{18}$$

Dividing by $\sin\alpha$ and doubling, because paths may start on either side of the corner, gives $\tfrac{4}{15}\lambda\,[1+(\pi-\alpha)\cot\alpha]$ per corner. Equation (13) becomes

$$E\simeq\frac{\lambda^2}{5\pi A}\sum_i\left[1+(\pi-\alpha_i)\cot\alpha_i\right]. \tag{19}$$

Physically, $\varepsilon$ charges each wall for a full path into the metal. Near a corner that path is cut short by the other wall, so the charge is too large, and $E$ refunds the difference.

The sum runs over corners with $\alpha<\pi$. At a re-entrant corner of a non-convex section the two walls do not face each other, there are no short chords, and the corner contributes nothing. A right angle contributes 1 to the sum. As $\alpha\to\pi$, put $x=\pi-\alpha$; the bracket is $1-x\cot x\approx x^2/3$ and the corner disappears. For a sharp corner the bracket grows as $\pi/\alpha$, so its share of $E$ is about $\lambda^2/(5A\alpha)$. This is small against $\varepsilon$ when $\alpha\gg16\lambda/(15P)$. Sharp corners therefore push the regime in which $\delta\approx\varepsilon$ to smaller $\lambda$. Direct quadrature of (13) at $\lambda=20$ nm agrees with (19) to the five decimals shown, for both the tapered line and the triangle.

### Smooth walls

Without corners, short chords occur at grazing directions. Let the wall have curvature $\kappa>0$ everywhere, with $\kappa\lambda\ll1$. A path leaving at a small in-plane angle $\psi$ to the tangent has $L\approx2\psi/(\kappa\sin\theta)$, as on a circle of radius $1/\kappa$, and $\mathbf n\cdot\mathbf u\approx\psi\sin\theta$. The integral over $\psi$ is

$$\int_0^\infty\psi\,e^{-2\psi/(\kappa\lambda\sin\theta)}\,d\psi=\frac{\kappa^2\lambda^2\sin^2\theta}{4}. \tag{20}$$

There are two grazing directions, one each way along the wall, and $\int_0^\pi\sin^4\theta\cos^2\theta\,d\theta=\pi/16$. The angular integral in (13) is thus $2\cdot\tfrac14\kappa^2\lambda^2\cdot\pi/16=\pi\kappa^2\lambda^2/32$, and

$$E\simeq\frac{3\lambda^3}{128A}\oint\kappa^2\,ds . \tag{21}$$

For a circle, $\oint\kappa^2ds=4\pi/d$ and $A=\pi d^2/4$, so $E\simeq3\lambda^3/(8d^3)$ for $\lambda\ll d$. Quadrature of (13) for an ellipse with semi-axes 300 and 200 nm, at $\lambda=4$ nm, gives 1.0002 times (21).

The ratio $\sigma/\sigma_0$ of a smooth wire thus has no term in $\lambda^2$, while that of a polygon does. The ratio $\rho/\rho_0$ has one in both cases, since inverting $1-\delta$ adds $\delta^2$:

$$\frac{\rho}{\rho_0}-1=\varepsilon+\varepsilon^2-E+O(\lambda^3). \tag{22}$$

### The tapered line in numbers

Each slanted side is $\sqrt{600^2+50^2}=602.1$ nm long, which gives the perimeter quoted above. The corner angles are $90^\circ\pm4.76^\circ$, two of each. With $\beta=4.76^\circ=0.0831$ rad, one pair contributes

$$2-\left(\tfrac{\pi}{2}-\beta\right)\tan\beta+\left(\tfrac{\pi}{2}+\beta\right)\tan\beta=2+2\beta\tan\beta$$

to the sum in (19), so the sum is $4+4\beta\tan\beta=4.03$: the taper hardly matters here. Then

$$E=\frac{(40)^2(4.03)}{5\pi(210000)}=0.0020,\qquad \varepsilon^2=0.0046,$$

and (22) gives $0.0680+0.0046-0.0020=0.0707$ with unrounded terms. Quadrature of the full model also gives 0.0707. The agreement is this close because the third-order terms $\varepsilon^3=0.0003$ and $-2\varepsilon E=-0.0003$ nearly cancel for this shape. The remaining 0.3% is therefore the inversion term less the corner refund. The leading term alone is 4% below the full increase, but the total resistivity it predicts is only 0.3% too low.

For an electron density of $8\times10^{28}$ m$^{-3}$, $k_F=13.33$ nm$^{-1}$, and (7) gives $\rho_0=1.711$ µΩ cm. The full model raises this to 1.832 µΩ cm. A line 100 µm long then has 8.73 Ω in place of 8.15 Ω.

The limit degrades when $\lambda$ becomes comparable with the width. For the same section at $\lambda=150$ nm, half the bottom width, $\varepsilon=0.255$. A random flight gives an independent value there: electrons scatter isotropically in the bulk and leave the walls with the cosine law of diffuse emission. Because all of them move at the Fermi speed, the ratio of their diffusion constant along the wire to its bulk value equals $\sigma/\sigma_0$. The result is 0.7744, against 0.7749 from (10). The resistivity increase is then 0.29, so the leading term is about 12% too small. Formula (19) gives $\sigma/\sigma_0=0.772$; the difference from 0.7749 comes from the exponentially small terms, which are no longer negligible.

### Temperature and partly specular walls

From (7), the product $\rho_0\lambda=\hbar k_F/(ne^2)$ does not contain the mean free path. The leading added resistivity,

$$\rho-\rho_0\simeq\frac{3}{16}\,\frac{\hbar k_F}{ne^2}\,\frac{P}{A}, \tag{23}$$

is therefore independent of temperature at fixed $n$ and shape, as long as the wire stays thick. For the line it is 0.116 µΩ cm. If $\lambda$ varies as $1/T$, warming from 300 K to 378 K raises $\rho_0$ by 26% and lowers $\varepsilon$ from 0.068 to 0.054; their product stays the same. The $1/T$ law is a simplification: a metal with a Debye temperature near that of copper rises by about 29% over this range, and the product is unchanged in that case too. The higher-order terms do depend on $\lambda$; with the $1/T$ law the full added resistivity of the line falls by 0.8%.

Suppose next that a fraction $p$ of the electrons is reflected specularly. Reflection at a side wall preserves $u_z$. In a thick wire, electrons reaching a wall away from corners carry the bulk drift, so the outgoing value is $g=p\,g_b$ instead of zero. The solution of (3) is then $g=g_b[1-(1-p)e^{-\ell/\lambda}]$, and the leading term becomes $(1-p)\varepsilon$. Sampling with reflected paths for $p=0.2$ and $\lambda=20$ nm gives a factor 0.802, close to the limiting 0.8.

### Comparison with a real interconnect

The dimensions, density and mean free path are round values, roughly typical of a wide upper-level chip interconnect at room temperature. The derivation also leaves out grain boundaries, which a real line contains. As a rough model, take them as planes across the wire with mean spacing $D$ and a reflection parameter $R$, and assume, without deriving it here, that they raise the scattering rate by the factor $1+a/|u_z|$, where $a=(\lambda/D)R/(1-R)$. Without wall scattering, $\sigma/\sigma_0=3\int_0^1x^3/(x+a)\,dx$. For the rough choice $D=300$ nm and $R=0.2$, $a=0.033$ and the resistivity rises by 4.9%, comparable with the wall term. A measured excess therefore cannot be assigned to the walls without knowledge of the grains. Specularity of 0.2 would lower the leading wall term by 0.014. If the quoted dimensions include a poorly conducting liner 3 nm thick on the bottom and sides, 2.1% of the area is lost. Thermal smearing, measured by $k_BT/W_F=0.004$, and the 0.07% of transverse modes removed by confinement are minor. A non-spherical Fermi surface would in general change the factor 3/16 and can make it depend on the direction of each wall, so that $P/A$ alone no longer fixes the leading term. These changes are not estimated here. The values behind this section are collected in the numerical output below.

## Computed results

```
half-space wall integral: 0.785398 (pi/4 = 0.785398)
target slope 3/16: 0.18750
sampled slope, trapezoid: 0.18750
sampled slope, triangle: 0.18787
sampled slope, ellipse: 0.18732
delta at path 100 nm, area sampling: 0.15742
delta at path 100 nm, wall form: 0.15742
sigma/sigma0 at path 150 nm, random flight: 0.7744
sigma/sigma0 at path 150 nm, wall form: 0.7749
corner term, quadrature/formula, trapezoid: 1.00000
corner term, quadrature/formula, triangle: 1.00000
curvature term, quadrature/formula, ellipse: 1.0002
wall-term factor at specular fraction 0.2: 0.8023
mode loss, count/formula: 1.000
--- example line ---
top, bottom, height: 400, 300, 600 nm
perimeter: 1904.2 nm
area: 210000 nm^2
corner angles: [94.76 94.76 85.24 85.24] degrees
electron density: 8.0e+28 m^-3
mean free path: 40 nm at 300 K
Fermi wavenumber: 13.330 nm^-1
Fermi energy: 6.770 eV
bulk resistivity: 1.7114 uOhm cm
bulk resistivity times path: 6.8455e-16 Ohm m^2
leading fractional increase: 0.06801
its square: 0.00462
corner term E: 0.00195
increase to second order: 0.07068
increase, full model quadrature: 0.07072
leading added resistivity: 0.1164 uOhm cm
line resistivity, leading: 1.8277 uOhm cm
line resistivity, full model: 1.8324 uOhm cm
resistance of 100 um, bulk value: 8.149 Ohm
same, full model: 8.726 Ohm
--- effects outside the model, as fractions ---
change for specular fraction 0.2: -0.0136
grain size 300 nm, reflection 0.2: +0.0494
area lost to a 3 nm liner, three sides: 0.0215
bulk resistivity rise at 378 K, path as 1/T: 0.260
leading wall increase at 378 K: 0.05397
thermal energy / Fermi energy: 0.00382
transverse modes lost: 0.00068
```
